Half photocurrent amplitude is not the electrical 3 dB bandwidth

**The argument under review**

The submitted argument concerns a germanium p-i-n detector on a silicon waveguide. Light of fixed average power and fixed modulation depth falls on it while the modulation frequency is raised. In the author's model, the amplitude of the photocurrent in a 50 Ω load falls to half its low-frequency value at 92.6 GHz. The author then writes 10 log₁₀(1/2) = −3.01 dB and concludes that the electrical 3 dB bandwidth is 92.6 GHz.

The frequency is correct for the model described below. The conclusion is not, because the logarithm has been applied to a ratio of currents as if it were a ratio of electrical powers.

**What the load receives**

Let the optical power be

P(t) = P₀[1 + m cos(2πft)],

with average P₀ and modulation depth m. In a linear detector of responsivity S the load current is

i(t) = SP₀ + I(f) cos(2πft + φ), I(f) = mSP₀|H(f)|.

Here H is the load-current response divided by its low-frequency value, so H(0) = 1. The load is a resistance R_L that does not depend on frequency. The mean of R_L i² contains a constant term, a cross term and a squared cosine. The cross term averages to zero over a cycle and the squared cosine averages to 1/2, so the power carried by the modulation is

P_L(f) = I(f)²R_L/2.

Dividing by the low-frequency value removes m, S, P₀ and R_L:

P_L(f)/P_L(0) = |H(f)|².

In decibels the change is

10 log₁₀|H|² = 20 log₁₀|H|.

The electrical 3 dB bandwidth f₃ is the frequency where the power has halved, so |H(f₃)| = 1/√2 ≈ 0.707. At the author's frequency, here called f₆, |H| = 1/2. The load power is then one quarter of its low-frequency value, a fall of 6.02 dB.

The author's number does have a legitimate name. Photocurrent is proportional to optical power, so halving the current has the same effect as halving the optical modulation at low frequency, which is a 3 dB change of optical power. The half-amplitude frequency may therefore be called the optical 3 dB bandwidth, provided the word "optical" is kept.

The 6.02 dB depends on the fixed resistive load. For an impedance Z(f) the power is I² Re Z/2. If Re Z doubled between low frequency and f₆, the power ratio would be 2 × 1/4 = 1/2, and the fall would be 3.01 dB. The current must also be the one in the load, since part of the current generated in the junction is diverted through its capacitance.

**Can the reported number be converted?**

Since |H| is continuous and starts at 1, it must pass 0.707 before it first reaches 0.5. Hence f₃ < f₆, where first crossings are meant if the response has ripples. The distance between them depends on the shape of the response. If |H| falls as f⁻ⁿ between the two points, then (f₆/f₃)ⁿ = √2 and

f₆/f₃ = 2^(1/(2n)).

A steep fall brings the frequencies together, although the powers at them still differ by a factor of two. The two mechanisms in this detector show that no single conversion factor will do.

*Circuit.* The junction capacitance C is in parallel with the series resistance R_s and the load. For a load-current phasor I_L the junction voltage is (R_s + R_L)I_L. With time dependence e^(j2πft), the generated current is

I_g = I_L + j2πfC(R_s + R_L)I_L,

and therefore

H_RC = I_L/I_g = 1/[1 + j2πfC(R_s + R_L)],

|H_RC|² = 1/{1 + [2πfC(R_s + R_L)]²}.

The value 1/2 requires the square bracket to be 1, and the value 1/4 requires it to be √3. For the circuit alone, f₆/f₃ = √3 ≈ 1.732.

*Transit.* The light travels along the waveguide, and pairs are taken to be created uniformly across the intrinsic thickness d. Both carriers drift at the saturated speed v, with transit time τ = d/v. At fixed voltage V, a carrier in the field V/d receives power q(V/d)v. The supply provides this as V times the induced current, so each moving carrier contributes qv/d = q/τ.

Suppose a short flash creates N pairs. After a time t, the electrons created within vt of their contact have left, and N(1 − t/τ) remain. The same holds for the holes. The current is 2(Nq/τ)(1 − t/τ), and its integral from 0 to τ is Nq, as charge conservation requires. Dividing by Nq gives the impulse response

h(t) = (2/τ)(1 − t/τ), 0 < t < τ.

With u = t/τ, θ = 2πfτ and x = jθ, its Fourier transform is

H_tr = 2∫₀¹ (1 − u)e^(−xu) du.

Integration by parts gives 1/x from the end points and −(1 − e^(−x))/x² from the remaining integral:

H_tr = 2(x − 1 + e^(−x))/x².

The numerator x − 1 + e^(−x) has real part cos θ − 1 and imaginary part θ − sin θ. Hence

|H_tr|² = 4N₁/θ⁴,

N₁ = (1 − cos θ)² + (θ − sin θ)² = 2 − 2cos θ + θ² − 2θ sin θ.

To see whether each level is crossed once, differentiate. Since dN₁/dθ = 2θ(1 − cos θ),

d|H_tr|²/dθ = 4[2θ²(1 − cos θ) − 4N₁]/θ⁵
= 4[−2θ²(1 + cos θ) − 8(1 − cos θ) + 8θ sin θ]/θ⁵.

Substituting 1 + cos θ = 2cos²(θ/2), 1 − cos θ = 2sin²(θ/2) and sin θ = 2 sin(θ/2)cos(θ/2) makes the bracket a perfect square:

d|H_tr|²/dθ = −16[θ cos(θ/2) − 2 sin(θ/2)]²/θ⁵ ≤ 0.

The slope vanishes only at isolated points, so the response falls steadily. Solving numerically for the levels 1/2 and 1/4 gives θ = 3.48 and θ = 4.86. For transit alone, f₆/f₃ = 1.399.

Take two detectors with the same half-amplitude frequency of 100 GHz, one limited by its circuit and the other by transit. Their electrical bandwidths are 100/1.732 = 57.7 GHz and 100/1.399 = 71.5 GHz. The half-amplitude frequency alone does not determine f₃.

**The author's detector**

The model uses round values, roughly typical of such devices: d = 400 nm, area 4 µm × 10 µm, v = 6.0 × 10⁶ cm/s, relative permittivity 16, and R_s = R_L = 50 Ω. Then

C = 16ε₀ × (40 µm²)/(400 nm) = 14.17 fF,
C(R_s + R_L) = 1.417 ps,
τ = 400 nm/(6.0 × 10⁶ cm/s) = 6.667 ps.

Because the drift speed is saturated, the small signal voltage on the junction is taken not to alter the drift. The generated current then simply feeds the circuit, and H = H_tr H_RC. Both factors fall with frequency, so each level is again crossed once. Numerical root finding gives

f₃ = 64.2 GHz, f₆ = 92.6 GHz, f₆/f₃ = 1.44.

The second value can be confirmed by hand. At 92.57 GHz, θ = 3.878 and |H_tr|² = 0.420. In the circuit factor, 2πfC(R_s + R_L) = 0.824, so |H_RC|² = 1/(1 + 0.679) = 0.596. The product is 0.250, the quarter power that belongs to half amplitude.

For the signal levels, take light at 1550 nm, an absorption coefficient of 1500 /cm along the guide, P₀ = 0.10 mW and m = 0.5. The absorbed fraction is 1 − e^(−1.5) = 0.777. With one collected pair per absorbed photon, S = (qλ/hc) × 0.777 = 0.971 A/W, where h is Planck's constant and c the speed of light. The average current is 97.1 µA and the low-frequency amplitude is half of that, 48.56 µA. The load power is (48.56 µA)² × 50 Ω/2 = 58.95 nW.

- At 64.2 GHz the amplitude is 34.34 µA and the load power is 29.48 nW, one half.
- At 92.6 GHz the amplitude is 24.28 µA and the load power is 14.74 nW, one quarter.

Quoting 92.6 GHz as the electrical bandwidth overstates it by 44% relative to the correct 64.2 GHz. A receiver designer who expects half the low-frequency power at that frequency will find half of what was expected.

**How far a real device departs from the model**

Germanium waveguide detectors with bandwidths of tens of gigahertz exist, and some are faster, so the example lies in a realistic range. Its responsivity is optimistic, since coupling and collection losses are left out, but a frequency-independent loss cancels from H. Other simplifications do move the frequencies. Each change below is made separately, with everything else held fixed.

- Electron and hole speeds of 7 × 10⁶ and 5 × 10⁶ cm/s: H_tr becomes the mean of two such functions, one for each transit time, and f₃ falls by 3.7%.
- Both speeds 10% lower, as an allowance for a hot device: f₃ falls by 6.6%.
- Junction capacitance 20% higher, as an allowance for fringing fields: f₃ falls by 7.2%.
- A pad capacitance C_p = 8 fF across the load: with s = j2πf, the current through R_s is (1 + sC_pR_L)I_L. Adding the junction's capacitive current gives I_g/I_L = (1 + sC_pR_L)(1 + sCR_s) + sCR_L, and f₃ falls by 6.1%.
- Absorption in two doped germanium contact layers, each w = 50 nm thick: uniform illumination puts 100/500 = 0.20 of the light there. The minority carriers must first diffuse out. Solving sn = Dn″ + 1/w, with n = 0 at the inner face and no flux at the outer face, gives a collected flux tanh(kw)/(kw), where k² = s/D and D = 25 cm²/s. Each collected carrier then crosses the whole intrinsic layer, which adds a factor (1 − e^(−x))/x. Giving this path a weight of 0.20 lowers f₃ by 6.9%. This D corresponds to a mobility near 1000 cm²/(V s), which is high for heavily doped germanium; with D = 5 cm²/s the fall is 16% and f₆/f₃ rises to 1.48. The result depends on what happens at both faces. The condition n = 0 assumes that carriers are removed from the inner face at once. If they leave it at the drift speed v, the condition there becomes Dn′ = vn, with n′ taken into the layer, and f₃ falls by about 12%. Recombination at the outer face, for example at a metal contact, acts the other way, because it removes the slowest carriers. If every carrier that reaches the outer face is lost there, the responsivity is lower but f₃ falls by only 2 to 4%.

In these five cases, with D = 25 cm²/s in the last, f₆/f₃ lies between 1.43 and 1.46. All five lower f₃, and applied together they lower it by about 25%. Not every omitted effect acts this way: an inductance of 100 pH in series between R_s and the load raises f₃ by 35% and brings f₆/f₃ down to 1.29. None changes the 6.02 dB, which follows from the fixed resistive load and not from the shape of H.

High-field effects are small here. A reverse bias of 1.0 V and a built-in voltage of 0.5 V give a field F = 0.0375 MV/cm. Saturated drift at this field is only approximate: if the speed follows μF/(1 + μF/v), electron and hole mobilities μ of 3900 and 1900 cm²/(V s) lower f₃ by about 4%, and values of 1000 and 500 cm²/(V s), as in a defective film, lower it by about 14%. A rough ionisation rate of 10⁷ /cm × exp(−1.5 MV/cm ÷ F) gives about 10⁻¹⁵ ionisations per crossing. For direct tunnelling across a gap E_g = 0.8 eV with band mass M = 0.04 electron masses, the two-band estimate of the exponent, π√(2M)E_g^(3/2)/(4ħqF), is about 150. The tunnelling probability varies as e raised to minus this exponent, so it is negligible. Leakage through defects or the indirect gap is not covered by this estimate.

Space charge matters more. Absorption at the front end is 1.5/0.777 = 1.93 times the mean, so at peak light the current density there is J = 1.93 × 1.5 × 97.1 µA/(40 µm²). The net charge density varies as (J/v)(1 − 2z/d) across the layer, where z is the distance from one face. Integrating from one face to the middle gives a field difference of Jd/(4vε) between the two places, with ε the permittivity, or 2.2% of F. At much higher optical power the detector would cease to be linear, and a single H(f) would no longer describe it.

**Recommendation**

The value 92.6 GHz should be kept and labelled as the half-amplitude, or optical 3 dB, frequency. The electrical 3 dB bandwidth should be given as 64.2 GHz, read from the response curve at 0.707 of the low-frequency amplitude. If a decibel scale is used, its label should say whether it shows 10 log₁₀|H| or 20 log₁₀|H|.

Numbers in the example were calculated in double precision.
